Weak Localization and Antilocalization from Time-Reversed Diffusive Paths

**1. Definitions and conventions**

Electrons have charge −e with e > 0 and two spin states. They scatter elastically from short-range impurities with mean free time τ, Fermi speed v and mean free path l = vτ. The Fermi wave number k_F satisfies k_F l ≫ 1. In d dimensions of motion the diffusion constant is D = v²τ/d, and ν is the density of states per spin and volume at the Fermi energy E_F. SI units are used, because fields and conductances are natural in them.

The phase of an electron survives for a coherence time τφ ≫ τ. The conductor is a film so thin that diffusion during τφ is two-dimensional, although the motion between collisions may be three-dimensional. Its sheet conductance is σ, a magnetic field B is normal to it, and

Δσ(B) = σ(B) − σ(0).

Boltzmann theory adds probabilities of paths. The correction δσ derived here comes from interference between a path and its time reverse, to leading order in 1/(k_F l). Electron interactions enter through τφ alone; their separate correction to σ is left out. So are Zeeman splitting, magnetic impurities, spin splitting of the bands and the classical bending of orbits.

**2. Conductivity as a sum over paths**

Apply a field E₀ cos ωt along x to a volume V. The coupling e v_x A, with vector potential amplitude E₀/ω, has matrix elements of size eE₀|v_ab|/(2ω) for absorption of ħω. The golden rule gives the net absorbed power for two spins:

2 Σ_ab ħω (f_a − f_b)(2π/ħ)(eE₀/2ω)² |v_ab|² δ(ε_b − ε_a − ħω).

This equals VσE₀²/2, where σ is for the moment the bulk conductivity. As ω → 0 at low temperature, f_a − f_b → ħω δ(ε_a − E_F), so

σ = (2πe²ħ/V) Σ_ab |v_ab|² δ(E_F − ε_a) δ(E_F − ε_b).

The operator δ(E_F − H) is −Im G/π, with G = (E_F − H + i0)⁻¹. Hence

σ = (2e²ħ/πV) Tr[v_x Im G v_x Im G],   (1)

the trace being over one spin.

For impurities with correlation ⟨V(r)V(r')⟩ = γ δ(r − r'), the golden rule gives 1/τ = 2πγν/ħ, or

γ = ħ/(2πντ).

An undisturbed plane wave decays in amplitude as exp(−t/2τ). Its averaged propagator is therefore

G_R(k) = 1/(E_F − ε_k + ig), with g = ħ/(2τ).

Insert this in (1). Since ∫dε g²/(ε² + g²)² = π/(2g) = πτ/ħ and the mean of v_x² is v²/d,

σ = (2e²ħ/π) ν (v²/d)(πτ/ħ) = 2e²νD.

This is the Boltzmann value. Isotropic scattering erases the direction, so pairs of equal paths with collisions add nothing to it.

**3. Pairing a path with its reverse**

With Im G = (G_R − G_A)/2i, the mixed terms in (1) amount to half of Tr[v_x G_R v_x G_A]. Their contribution is

(e²ħ/πV) Σ_kk' v_x(k) v_x(k') ⟨|G_R(k,k')|²⟩.   (2)

Terms with two G_R or two G_A have phases that add instead of cancelling, and give no long-path contribution at this order.

G_R(k,k') is a sum of amplitudes for entering with k' and leaving with k after collisions at r₁, …, r_n. The end phases are exp(ik'·r₁ − ik·r_n). The reversed sequence has the same internal phases, but end phases exp(ik'·r_n − ik·r₁). The product of one amplitude with the conjugate of the other carries

exp[iQ·(r₁ − r_n)], Q = k + k'.

Only small Q survives for distant end points, so the electron leaves nearly opposite to its entry.

Each flight between collisions contributes |G_R(r)|², with Fourier transform Π(Q). At Q = 0,

γΠ(0) = γν ∫dε/(ε² + g²) = γνπ/g = 1,

which is conservation of particles. Thus γΠ(Q) is the mean of exp(−iQ·s) over the displacement s of one flight. Flight lengths follow exp(−s/l)/l, so ⟨s²⟩ = 2l² and each component has mean square 2l²/d. Expansion gives

γΠ(Q) = 1 − Q²l²/d = 1 − DQ²τ.

Loss of coherence during a flight subtracts a further τ/τφ. Summing over the number of collisions gives a geometric series, which at small Q is

γ/(1 − γΠ) = [ħ/(2πντ²)] / (DQ² + 1/τφ).

The single-collision term, where a path equals its reverse, must not be counted again. It has no singularity at small Q and is dropped.

The end factor contains |G_R|² for both k and k' ≈ −k. Since v_x(k') ≈ −v_x(k), it equals

−ν(v²/d) ∫dε/(ε² + g²)² = −ν(v²/d) π/(2g³) = −4πνDτ²/ħ³.

The minus sign is the physical point: interference favours reversal of the velocity. An additional collision could separate the two velocity factors, but for isotropic scatterers each factor then averages to zero at Q = 0.

Multiplying the prefactor of (2), the end factor and the series gives

δσ = −(2e²D/πħ) ∫d^dQ/(2π)^d 1/(DQ² + 1/τφ).   (3)

The integrals were evaluated numerically for a two-dimensional parabolic band with k_F l = 50, at the single value Ql = 0.05 and without dephasing. There γ was set to 1/Π(0), as particle conservation requires. This exceeds ħ/(2πντ) by the fraction g/(πE_F), about 0.6%, because the energy integral stops at the band bottom; the same factor enters the ratio for 1 − γΠ, and it cancels from the complete pair, because γ/(1 − γΠ) = 1/[Π(0) − Π(Q)]. The ratios of numerical to derived values are 1.0045 for 1 − γΠ, 0.9981 for the end factor and 1.0000 for the complete pair contribution. This checks the size of the loss term DQ²τ at this one Q, the end factor, and the numerical coefficient with which they combine with the prefactor of (2) to give (3). Q was taken along x, where the finite-Q corrections to the end factor and to the loss term cancel, so the closeness of the last ratio to one is no further test of the small-Q form. It does not check γΠ(0) = 1, which is imposed, or the selection of path pairs.

**4. The classical return probability**

In a film of thickness a, the component of Q across the film takes the values πn/a. In the diffusion approximation, modes with n ≥ 1 decay in a time a²/(π²D) or less; when that time is not long compared with τ, they die out over a few τ instead. For later times n = 0 alone remains. It contributes 1/a to the integral in (3), which the thickness cancels when bulk conductivity becomes sheet conductance. What remains is a two-dimensional integral. Write

1/(DQ² + 1/τφ) = ∫₀^∞ dt exp(−DQ²t − t/τφ).

The Gaussian integral over Q gives

P(t) = ∫d²Q/(2π)² exp(−DQ²t) = 1/(4πDt),

the classical probability per area of being back at the starting point after time t. Therefore

δσ = −(2e²D/πħ) ∫dt P(t) exp(−t/τφ).   (4)

Division by σ = 2e²ν₂D, with ν₂ = νa per area, gives δσ/σ = −(1/πħν₂)∫dt P(t) exp(−t/τφ). The quantum correction is controlled by the total time density of classical returns.

Diffusion has no meaning for t < τ. I insert the factor 1 − exp(−t/τ) as a smooth cutoff. The required integral is

I(α) = ∫₀^∞ (dt/t) exp(−t/τφ)[1 − exp(−αt)].

Its derivative is dI/dα = 1/(α + 1/τφ), and I(0) = 0, so I(α) = ln(1 + ατφ). With α = 1/τ and 2e²D/(πħ·4πD) = e²/(2π²ħ) = e²/(πh),

δσ(0) = −(e²/πh) ln(1 + τφ/τ).   (5)

Another cutoff changes the constant beside the logarithm, but not the coefficient of ln τφ.

**5. The magnetic field**

The vector potential gives a closed path a phase of magnitude eΦ/ħ, where Φ is the enclosed flux. The reversed path has the opposite phase. Their relative phase is 2eΦ/ħ, so the pair behaves as a diffusing object of charge magnitude 2e. A short displacement s multiplies its weight by a phase linear in A·s, which turns the diffusion operator −D∇² into

DK², K = −i∇ + 2eA/ħ.

The components satisfy |[K_x, K_y]| = β with β = 2eB/ħ. This is the oscillator algebra, so K² has eigenvalues β(2n + 1). Each level holds a number of states per area that can depend only on β and must therefore be cβ. The return weight is

P_B(t) = cβ Σₙ exp[−β(2n + 1)Dt] = cβ/[2 sinh(βDt)].

As B → 0 this must become 1/(4πDt), which fixes c = 1/(2π). Hence

P_B(t) = P(t) x/sinh x, x = 2eBDt/ħ.   (6)

Explicit lattice walks of 400 steps reproduce P(t) to 0.2%. With flux phases they give 0.5519 at x = 2, against 0.5514 from (6).

Define

Bφ = ħ/(4eDτφ), b = B/Bφ.

Then x = bt/(2τφ), and (4) gives Δσ = (e²/πh) f(b), where

f(b) = ∫₀^∞ (dt/t) exp(−t/τφ)(1 − x/sinh x) = ∫₀^∞ dx exp(−zx)(1/x − 1/sinh x), z = 2/b.

To evaluate it, insert 1 − exp(−2Nx) and let N → ∞ at the end. By the integral I(α), the first term is ln(1 + 2N/z). For the second,

[1 − exp(−2Nx)]/sinh x = 2 Σ exp[−(2n + 1)x], n = 0, …, N − 1,

whose integral with exp(−zx) is Σ 1/(n + 1/2 + z/2). The digamma function is ψ(y) = lim[ln N − Σ 1/(n + y)] over the same n. Thus

f(b) = ψ(1/2 + 1/b) + ln b.   (7)

For b ≪ 1, 1 − x/sinh x ≈ x²/6 = b²t²/(24τφ²). The remaining time integral is one, so f ≈ b²/24. For b ≫ 1, f ≈ ln b + ψ(1/2). Without spin-orbit scattering Δσ is positive: the field removes an interference that lowered the conductance. The short-time cutoff drops out as long as B ≪ ħ/(4eDτ).

**6. Spin-orbit scattering**

An impurity that scatters k into k' acts on the spin with a matrix proportional to

1 + ic(k × k')·σ,

where c is real and σ in this expression denotes the Pauli matrices. After normalization it is a rotation u. On the reversed path the collision is −k' → −k, and

(−k') × (−k) = −(k × k').

This gives u⁻¹. The order of collisions is also reversed. If the path carries U = u_n…u₁, its reverse carries u₁⁻¹…u_n⁻¹ = U⁻¹.

The sum over initial and final spins of one amplitude times the conjugate of the other is Tr[U(U⁻¹)†] = Tr U². Without spin rotation it is 2, already included in (4). The spin factor is therefore

S = ½⟨Tr U²⟩.

For rotation by θ about a unit vector n, U = cos(θ/2) − i n·σ sin(θ/2). Squaring doubles the angle, so ½Tr U² = cos θ and S = ⟨cos θ⟩.

The same rotation acts on the spin vector as a 3 × 3 matrix with trace 1 + 2cos θ. If the spin relaxes isotropically at rate Γ, the mean matrix is exp(−Γt) times the unit matrix, with trace 3exp(−Γt). Equating the traces gives

S(t) = [3exp(−Γt) − 1]/2.   (8)

It starts at 1 and ends at −1/2. Three contributions of weight 1/2 decay; they form the spin triplet of the path pair. The singlet, of weight −1/2, does not decay, since this scattering respects time reversal.

The rate Γ can be expressed through a spin-orbit scattering time τso. Let 1/τso be the rate at which the non-identity part of u acts, that is, the sum of sin²(θ/2) over the collisions per unit time. One weak isotropic collision reduces the spin vector by (2/3)(1 − cos θ) = (4/3)sin²(θ/2). Hence Γ = 4/(3τso).

Isotropy matters. If all k lie in the film plane, k × k' points along the normal, and the angles of successive collisions add about one axis. For independent symmetric angles, S after n collisions is the n-th power of the one-collision mean of cos θ. It tends to zero, so weak localization is suppressed and not reversed. Formula (8) applies when the motion is three-dimensional on the scale of l.

Sampled chains of collisions, with forward and reversed matrices built separately, confirm the difference. After 160 collisions the three-dimensional chains give −0.494, against −0.495 from (8). The in-plane chains give 0.011, against 0.002; over the three chain lengths the in-plane deviations reach 0.010, within the test tolerance of 0.03.

**7. The complete magnetoconductance**

Insert (8) into the time integral. In the triplet terms 1/τφ is replaced by 1/τφ + Γ, so Bφ becomes Bφ + Bs with

Bs = ħΓ/(4eD).

The result is

Δσ = (e²/πh)[(3/2) f(B/(Bφ + Bs)) − (1/2) f(B/Bφ)].   (9)

This requires Γτ ≪ 1, so that the triplet also diffuses before it decays. For Bs = 0 the terms combine to +f(B/Bφ). For Bs much larger than both B and Bφ the triplet term is negligible, and

Δσ = −½ (e²/πh) f(B/Bφ).   (10)

This is the sign reversal with factor one half. Direct time integration with Bs = 10⁴Bφ and B = Bφ gives a ratio of −0.50000 to the case without spin-orbit scattering.

At the weakest fields f ≈ b²/24, so Δσ is proportional to

3/(Bφ + Bs)² − 1/Bφ².

It is negative when (1 + Bs/Bφ)² > 3, that is, for Bs/Bφ > √3 − 1. A numerical root search gives 0.7321. Partial spin relaxation therefore suffices to reverse the initial curvature. In the opposite limit B ≫ Bφ + Bs, both functions are logarithmic with total coefficient 3/2 − 1/2 = 1, and σ rises with B again: the field then selects loops too short for the spin to rotate.

At zero field the same replacement in (5), with 1/τ_T = 1/τφ + Γ, yields

δσ(0) = −(e²/πh)[(3/2)ln(1 + τ_T/τ) − (1/2)ln(1 + τφ/τ)].   (11)

When Γτφ ≫ 1, τ_T hardly depends on τφ. Longer coherence then raises σ, and the coefficient of ln τφ approaches +1/2 in place of −1. This reverses the dependence on τφ, but the total correction can remain negative because short loops still contribute with S near 1.

**8. A model metal film**

Take round parameters: D = 10 cm²/s, τ = 10 fs, τφ = 50 ps, spin relaxation time 1/Γ = 1 ps, thickness 10 nm and the free-electron mass. They represent no particular metal, and the electron density they imply, 3.6 × 10²⁷ m⁻³, is lower than in elemental metals.

Three-dimensional motion gives v = √(3D/τ) = 5.48 × 10⁵ m/s, l = 5.48 nm and k_F l = 25.9. The coherence length √(Dτφ) = 224 nm far exceeds the thickness. The diffusive estimate for the slowest mode across the film, a²/(π²D) ≈ 10 fs, is comparable with τ and so only a rough guide; the modes across the film fall below 1% by about 5τ. The return law 1/(4πDt) itself is approached more slowly: for three-dimensional flights the in-plane return density exceeds it by a fraction of about 0.6τ/t, which is 12% at 5τ and 3% at 20τ. This changes the constant beside the logarithm, not the coefficient of ln τφ.

The film surfaces are assumed to reflect electrons specularly. The Boltzmann sheet conductance is then 10.08 mS, and the quantum unit e²/(πh) is 12.33 μS. Diffuse reflection would lower the Boltzmann value noticeably, because the film is less than two mean free paths thick. Without spin-orbit scattering, (5) gives

δσ(0) = −12.33 μS × ln(5001) = −105 μS,

or −1.0% of the Boltzmann value. With it, τ_T = 0.980 ps, and (11) gives

δσ(0) = −12.33 μS × (1.5 ln 99.04 − 0.5 ln 5001) = −32.5 μS.

Both zero-field values belong to the chosen cutoff. Another cutoff, or the modes across the film at times near τ, would shift them by an amount of order one unit of e²/(πh). Three-dimensional loops shorter than l, which the cutoff removes, can contribute more, up to the order of σ/(k_F l), here some 30 units; that part hardly depends on τφ or on weak fields and merges with the background conductance. The digits are therefore arithmetic and not accuracy. For this cutoff the total is still negative. With this cutoff it would become positive only when 1 + τφ/τ exceeded (1 + τ_T/τ)³, about 10⁶, which means τφ near 10 ns.

The characteristic fields are

Bφ = ħ/(4eDτφ) = 3.29 mT, Bs = 50Bφ = 165 mT.

The upper limit ħ/(4eDτ) is 16.5 T. At 1 T the τ/t correction to the return density alone moves the value without spin-orbit scattering by about 0.1 μS, so its last digit is uncertain. Equation (9) gives these changes, in μS:

B = 10 mT: +2.61 without spin-orbit scattering, −1.30 with it.
B = 100 mT: +19.8 without, −9.63 with.
B = 1 T: +46.5 without, −14.5 with.

At 10 mT, limit (10) also gives −1.30 μS. At 100 mT it gives −9.89 μS, about 3% larger in magnitude than the full result. At 1 T it gives −23.2 μS and has failed, because B is no longer small compared with Bs.

The full curve is lowest at 0.587 T, where Δσ = −15.3 μS, or −0.15% of the Boltzmann conductance. Its position follows from setting the derivative of (9) to zero. With q(b) = b f'(b), the condition is

3q(B/(Bφ + Bs)) = q(B/Bφ).

Here B/Bφ is large and q(B/Bφ) is close to one, so the triplet function must have reached about one third of its final logarithmic slope. That requires B to exceed Bs by a factor of a few. The magnetic length √(ħ/eB) is 33.5 nm at this field, larger than both the thickness and l, so the minimum lies within the assumed regime.

The expansion itself fails when |δσ| is no longer small compared with σ. Here σ is about 817 units of e²/(πh), while the logarithm in (5) is 8.5, so the correction is perturbative. In a film with σ of only a few such units it would not be, and the sum over single pairs of reversed paths would be insufficient. The numerical output lists the remaining field values and checks.

Calculated quantities

```
TESTS (ratios numeric/formula unless stated)
model k_F l = 50, q l = 0.05
Boltzmann conductance ratio: 1.0000
pair loss 1-gamma*Pi ratio: 1.0045
end factor ratio: 0.9981
reversed-pair correction ratio: 1.0000
return density ratio, 400 steps: 0.9988
flux average x=1: walk 0.8512, law 0.8509
flux average x=2: walk 0.5519, law 0.5514
flux average x=3: walk 0.2998, law 0.2995
spin coupling c = 0.2, rate per event = 0.03506
spin 3D, 10 events: chain 0.559, law 0.556
spin 3D, 30 events: chain 0.024, law 0.024
spin 3D, 160 events: chain -0.494, law -0.495
spin in-plane, 10: chain 0.664, law 0.673
spin in-plane, 30: chain 0.295, law 0.305
spin in-plane, 160: chain 0.011, law 0.002
strong/no spin-orbit, B=B_phi, B_s=10^4 B_phi: -0.50000
sign threshold B_s/B_phi: 0.7321
EXAMPLE
D = 10.0 cm^2/s, thickness = 10 nm
tau = 10 fs, tau_phi = 50 ps
spin relaxation time = 1.0 ps
Fermi velocity = 5.477e+05 m/s
mean free path = 5.48 nm
k_F l = 25.9
coherence length = 223.6 nm
Boltzmann sheet conductance = 10.079 mS
e^2/(pi h) = 12.331 uS
B_phi = 3.291 mT, B_s = 164.6 mT
B_s/B_phi = 50.0, elastic field = 16.46 T
triplet time = 0.9804 ps
zero field, no spin-orbit: -105.03 uS
zero field, spin-orbit: -32.49 uS
relative, no spin-orbit: -1.042e-02
Change with B in uS: no spin-orbit | full law | -1/2 limit
B =      1 mT:   0.0467 |  -0.0233 |  -0.0234
B =      3 mT:   0.3809 |  -0.1902 |  -0.1905
B =     10 mT:   2.6079 |  -1.3012 |  -1.3039
B =     30 mT:   8.6836 |  -4.3173 |  -4.3418
B =    100 mT:  19.7832 |  -9.6326 |  -9.8916
B =    300 mT:  32.0890 | -14.2441 | -16.0445
B =   1000 mT:  46.4796 | -14.5445 | -23.2398
deepest point: B = 0.587 T, -15.323 uS
magnetic length there = 33.5 nm
```
